Mean-field bistability of dopants on an interface line: a referee's comment

**The argument under review**

The manuscript considers arsenic driven out of a NiSi film to the NiSi/Si interface at 500 °C. Some of the dopants collect on isolated lines of sites, such as step edges, where neighbouring dopants attract each other. The author writes a mean-field equation for the coverage θ, the fraction of occupied sites, and finds three solutions in a range of dopant concentration. From this the manuscript concludes that each line has a dilute and a dense phase, that the equilibrium coverage jumps between them, and that the jump is a first-order phase transition.

The algebra of the mean-field equation is right. The question is whether its three solutions belong to the model or to the approximation. The model can be solved without the approximation, so the question has a definite answer.

**The model and the mean-field loop**

Site i has occupation n_i = 0 or 1. Each pair of occupied neighbours lowers the energy by J > 0. The line exchanges dopants with mobile dopants in the silicide, of concentration c on N_s sites per volume. For c ≪ N_s their chemical potential is their site energy plus kT ln(c/N_s). An isolated dopant on the line lies lower than in the silicide by E_b. Each occupied site therefore contributes a factor

x = (c/N_s) exp(E_b/kT),

and with b = J/kT and w = exp(b) a configuration has the weight

P ∝ x^(Σ n_i) w^(Σ n_i n_{i+1}).

Mean field assumes independent sites, each occupied with probability θ. There is one bond per site, and a bond is doubly occupied with probability θ², so the trial grand potential per site is

Ω_MF = −Jθ² − kT θ ln x + kT[θ ln θ + (1−θ) ln(1−θ)].

Setting its derivative to zero gives

ln[θ/(1−θ)] = ln x + 2bθ.

Solving for ln x and differentiating,

d(ln x)/dθ = 1/[θ(1−θ)] − 2b.

Since θ(1−θ) is at most 1/4, this slope can be negative if and only if b > 2, that is, kT < J/2. It vanishes at θ = ½[1 ± √(1−2/b)], and between these coverages the curve runs backwards.

The parameters are J = E_b = 0.20 eV, N_s = 4×10²² cm⁻³ and kT = 0.0666 eV, so b = 3.00. The turning points are θ = 0.211 and 0.789. Inserted in the mean-field equation and converted to c, they bound a window from 6.5×10¹⁹ to 1.50×10²⁰ cm⁻³ with three solutions. At c = 9.9×10¹⁹ cm⁻³ these are 0.07, 0.50 and 0.93, and the outer two have equal Ω_MF. This is the jump that the manuscript predicts.

What does Ω_MF prove? For any trial distribution p and the true distribution P, the inequality ln y ≤ y − 1 gives Σ p ln(P/p) ≤ Σ(P − p) = 0. Inserting P = exp(−H/kT)/Z, where H includes the chemical-potential term, gives

−kT ln Z ≤ ⟨H⟩_p + kT Σ p ln p.

So Ω_MF is an upper bound on the true grand potential. Two minima of an upper bound need not be two phases.

**The exact coverage**

Close the line into a ring of N sites and share each factor x equally between the two adjoining bonds. The weight becomes a product of bond factors

T(n,n′) = x^((n+n′)/2) w^(nn′),

with T(0,0) = 1, T(0,1) = T(1,0) = √x and T(1,1) = xw. Summing over all occupations multiplies these matrices, so Z = Tr T^N = λ₊^N + λ₋^N. Write q = xw. The trace of T is 1 + q and its determinant is q − x, so

λ± = ½(1 + q ± R), R² = (1+q)² − 4(q−x) = (1−q)² + 4x.

For x > 0, R > 0 and the eigenvalues never meet. As w > 1, the determinant is positive and 0 < λ₋ < λ₊. For a long ring ln Z/N → ln λ₊, and θ = x d(ln λ₊)/dx. Using x dq/dx = q,

x dR/dx = [q(q−1) + 2x]/R,

x dλ₊/dx = [qR + q(q−1) + 2x]/(2R).

To divide by λ₊, note that

(R+q+1)(R+q−1) = R² + 2qR + q² − 1 = 2[qR + q(q−1) + 2x],

where R² has been inserted in the last step. Hence x dλ₊/dx = λ₊(R+q−1)/(2R), and

θ = ½[1 + (xw−1)/√((xw−1)² + 4x)].

At c = 10²⁰ cm⁻³, x = 0.0025 × 20.12 = 0.0503 and q = 1.0124. Then R = 0.4488 and θ = ½(1 + 0.0124/0.4488) = 0.514. Mean field offers 0.07, 0.49 and 0.93.

Two limits check the formula. Without attraction, w = 1, R = 1 + x and θ = x/(1+x), the coverage of independent sites. For small x, put λ₊ = 1 + x + αx² into λ² − (1+xw)λ + x(w−1) = 0. The terms of order x² give α = w − 1, so ln λ₊ = x + (w − 3/2)x² and

θ = x + (2w−3)x² + …

The mean-field equation gives instead

θ = x + (2b−1)x² + …

The attractive part of the second coefficient is 2(w−1) in the exact result and 2b in mean field. Mean field has replaced exp(b) − 1 = 19.1 by b = 3.0, and so undercounts pairs already on the dilute side. At 5×10¹⁹ cm⁻³, outside the window, it gives 0.03 where the exact coverage is 0.08.

**How steep is the rise?**

A smooth curve could still be so steep that it passes for a jump. Put u = ln q, s = sinh(u/2) and a = 1/w. Since q − 1 = 2s√q and 4x = 4qa,

θ = ½[1 + s/√(s²+a)].

At fixed temperature u and ln c differ by a constant, and ds/du = ½√(1+s²). Therefore

dθ/d(ln c) = (a/4) √(1+s²)/(s²+a)^(3/2).

This is positive, so each c has one θ and each θ between 0 and 1 has one c. With a < 1, 1 + s² ≤ 1 + s²/a, and the right side is at most

(1/(4√a)) · 1/(1 + s²/a) ≤ exp(b/2)/4.

The bound is reached at s = 0, that is, at q = 1 and half coverage. Here the largest slope is 1.12. For θ = 0.9 the condition s/√(s²+a) = 0.8 gives s = (4/3)√a, and θ = 0.1 gives the opposite sign. The rise from 10 to 90 % thus spans

Δ ln c = 4 asinh[(4/3) exp(−b/2)],

a factor of 3.2 in concentration. That is a gradual change, wider than the mean-field window, whose edges differ by a factor of 2.3.

**Could the ring hide two phases?**

The author could reply that a ring averages over two coexisting phases, so that θ = 0.5 might mean a full line half of the time and an empty line the other half. This objection needs its own answer. If there were two phases, end sites held full would select the dense one, and end sites held empty the dilute one, however far away they were.

Take q = 1, where the objection is strongest. Then T has diagonal elements 1 and off-diagonal elements √x = exp(−b/2). Its eigenvectors are (1, ±1)/√2 and its eigenvalues 1 ± √x, with ratio

t = (1 − exp(−b/2))/(1 + exp(−b/2)) = tanh(b/4).

The elements of T^D are proportional to 1 + t^D for equal occupations and 1 − t^D for unequal ones. With both ends full at distance D from a central site, the weights for that site to be full and empty are (1+t^D)² and (1−t^D)². With both ends empty they are exchanged. The two coverages differ by

θ_full − θ_empty = [(1+t^D)² − (1−t^D)²]/[(1+t^D)² + (1−t^D)²] = 2t^D/(1+t^(2D)).

The difference is 0.205 at five sites from the ends, 0.021 at ten and 0.0002 at twenty. The memory fades over −1/ln t = 2.2 sites.

For other values of x, with normalized eigenvectors v₊ and v₋,

T^D = λ₊^D [v₊v₊ᵀ + (λ₋/λ₊)^D v₋v₋ᵀ].

Both components of v₊ are positive, because all elements of T are. As D grows, the probability of occupation n at the centre tends to v₊(n)² for full, empty or mixed ends. Any equilibrium state of the infinite line, seen between two distant sites, is an average over these cases. The coverage is therefore unique.

**What the independent-site assumption removes**

The vector v₊ also gives the correlations. The probability of neighbouring occupations n, n′ is v₊(n)T(n,n′)v₊(n′)/λ₊, so an occupied site is followed by another with probability q/λ₊. Runs of occupied sites have geometrically distributed lengths with mean 1/(1 − q/λ₊). At q = 1, λ₊ = 1 + exp(−b/2), and the mean is

1 + exp(b/2) = 5.5 sites, or 2.1 nm.

The line at half coverage is thus a succession of short full and empty runs. The fraction of sites whose right-hand bond is doubly occupied is 0.5/λ₊ = 0.41, against 0.25 for independent sites. Mean field lets the dopants gain attraction only by raising the coverage everywhere; the real line gains it by local grouping. The exact grand potential is −0.0134 eV per site, well below the best mean-field value of −0.0039 eV.

The reason why grouping does not grow into two phases is a count of boundaries. At q = 1 a full run of ℓ sites in an empty line has weight x^ℓ w^(ℓ−1) = 1/w, whatever ℓ is. Its two ends cost J together. They can be placed on a length of L sites in about L²/2 ways, so the free-energy change is about J − kT ln(L²/2), which is negative for large L. A long uniform line therefore breaks up at any T > 0. At T = 0 the entropy term is gone, and at q = 1 the full and the empty line are both ground states: uniqueness fails there. Approaching that limit makes the response sharp. If equilibrium could be kept at 300 K, the largest slope would be 12 and the mean run 49 sites, both still finite.

**Longer range, and a case where the author would be right**

The conclusion does not depend on nearest-neighbour coupling. Let pairs of occupied sites interact up to R sites apart with finite energies. R consecutive empty sites then cut the line, since occupied sites on opposite sides are more than R apart. Given any surroundings, a block of R sites is empty with a probability of at least some δ > 0, because all weights are finite and a block has 2^R states.

Now draw two independent copies of the line with different surroundings beyond a distance D, and reveal them block by block from the outside inwards. Each new block is empty in both copies with probability at least δ². Once such a shared gap has appeared on each side, what remains inside has the same distribution in both copies. With k blocks on each side of the centre, the central coverages differ by at most 2(1−δ²)^k, which vanishes as k grows. The coverage is again unique.

The proof fails if δ shrinks to zero or if no gap can cut the system. An example is the same total attraction shared by all pairs of N sites, with energy −Jn²/N for n dopants. Counting the arrangements of n dopants gives Ω_MF as the large-N grand potential at fixed θ = n/N, and where its two minima are equally deep they are two real, equally stable phases. Since all pairs attract equally, however far apart, the two do not lie side by side: the whole system is in one or the other.

The slope shows the difference. Differentiating ln Z twice with respect to ln x gives dθ/d(ln x) = (⟨n²⟩ − ⟨n⟩²)/N. Two equal peaks at θ = 0.07 and 0.93 contribute about 0.18N. The computed slopes are 18 for N = 100 and 73 for N = 400, so the rise becomes a jump as N grows. For the line with neighbour attraction the slope is 1.12 at both sizes.

**Hysteresis is a separate question**

An experiment that found different coverages on raising and lowering c would not rescue the argument, since slow exchange can do the same. Suppose that each site is refreshed at a rate 1/τ₀ and then filled with its equilibrium probability for the current neighbours. Let σ_i = 2n_i − 1. At q = 1 the neighbours set the log-odds of filling to b(σ_{i−1}+σ_{i+1})/2, and the mean of the refreshed σ_i is

tanh[b(σ_{i−1}+σ_{i+1})/4] = ½(σ_{i−1}+σ_{i+1}) tanh(b/2),

as the three possible sums −2, 0 and 2 confirm. Therefore

τ₀ d⟨σ_i⟩/dt = −⟨σ_i⟩ + ½ tanh(b/2)(⟨σ_{i−1}⟩+⟨σ_{i+1}⟩).

Summed over a ring, the deviation from half coverage decays with the time τ₀/[1 − tanh(b/2)] = 10.6 τ₀, independent of length. With a rough attempt frequency of 10¹³ s⁻¹, this time is shorter than a 60 s anneal if the exchange barrier is below

kT ln(60 × 10¹³/10.6) = 2.1 eV.

With a higher barrier the coverage records the history of the anneal. The number belongs to this exchange rule, which ignores that only c/N_s ≈ 0.25 % of the silicide sites can supply a dopant. Let ν be the attempt frequency and E the barrier for entering the line. If a site fills at the rate ν(c/N_s) exp(−E/kT) and empties at ν exp[−(E + E_b + mJ)/kT] with m occupied neighbours, rings of 8 and 10 sites relax in about 2200/[ν exp(−E/kT)], and the limit on E falls to 1.75 eV.

**The real interface**

A NiSi film can withstand an anneal near 500 °C, and a dopant concentration near 10²⁰ cm⁻³ is a plausible rough value. The attraction of 0.20 eV is a model parameter, not a known property of arsenic at this interface. Two assumptions deserve attention in a revision.

The first is the neglect of Coulomb repulsion beyond nearest neighbours. Treat the silicide as an ideal metal and the dopants as charges e at depth d = 0.2 nm below it. Each dopant interacts with another at distance r and with that one's opposite image, which gives the repulsion

(e²/4πε₀ε)[1/r − 1/√(r²+4d²)].

With ε = 11.7 and sites 0.384 nm apart, the second neighbour contributes 0.018 eV, and neighbours two to six together 0.029 eV. A bulk permittivity at such distances makes these rough estimates. Exchanging full and empty sites shows that half coverage lies where ln x equals minus the sum of all couplings J_r/kT, with repulsion counted as negative. It therefore moves up by a factor exp(0.0288/0.0666) = 1.54, from 9.9×10¹⁹ to 1.5×10²⁰ cm⁻³. With the repulsion kept up to the sixth neighbour, the slope there falls from 1.12 to 0.71. Neighbours beyond the sixth add 0.002 eV, which raises the factor to 1.59 and the concentration to 1.6×10²⁰ cm⁻³; with fourteen neighbours the slope is 0.69. The depth matters more: with ten neighbours the slope is 0.97 for d = 0.1 nm and 0.46 for d = 0.3 nm. At d = 0.2 nm the net attraction, 0.17 eV, still exceeds 2kT = 0.13 eV, so mean field would go on predicting a loop; at d = 0.4 nm it is 0.11 eV and the loop is gone.

The second assumption is more serious: the lines must be isolated. If neighbouring lines attract with energy J′ per pair of facing sites, they form a planar lattice, for which the known Ising result, quoted here without derivation, puts the onset of a true transition at

sinh(J/2kT) sinh(J′/2kT) = 1.

For the present J, and without the repulsion estimated above, this gives J′ = 0.060 eV. Strips of 6 and 8 coupled lines, compared through the ratio of correlation length to width, give 0.0603 eV, against 0.0604 eV from the formula. With these attractions alone, a continuous interface plane with 0.20 eV in both directions would therefore have the two phases that an isolated line cannot have. In a plane, however, the repulsion estimated above also acts along diagonals and between lines. On a square lattice of spacing 0.384 nm it sums, beyond nearest neighbours, to 0.76 eV per site against 4 × 0.20 = 0.80 eV of attraction. The net 0.04 eV is far below the 4kT = 0.27 eV that even mean field needs for a loop between uniform coverages. Unscreened, the repulsion falls as 1/r³. Summed along a line m spacings away it is about 0.35 eV/m², so the energy of a wall between a full and an empty stripe of width h sites falls as about −0.17 eV × ln h per site of wall, without limit. At T = 0 stripes then lie below the uniform full and empty plane for any J′: about 3 sites wide for 0.20 eV and about 30 for 1.0 eV. A threshold for two bulk phases exists only if this tail is cut off, for example by carriers in the silicon.

Finite length does not give an isolated line two phases either. A line of 100 nm has 260 sites, and at half coverage its coverage fluctuates by √(1.12/260) = 0.07 rms. Different lines will differ by about this much around one mean. This holds for lines much longer than the mean run. A ring of 10 sites at this temperature, or of 260 sites at 300 K, has extra peaks of probability at empty and at full; these are a size effect and vanish as the line grows. The remaining values are in the numerical output.

**Recommendation**

The claim of a first-order transition on an isolated line should be withdrawn. The mean-field window may stay as a property of that approximation, beside the exact isotherm. If the author wishes to keep a transition, the manuscript must show that the 1/r³ tail of the repulsion is screened and that the lines are coupled strongly enough with what remains of it, or that the attraction has a long-range form that does produce two phases. An infinite range takes the model outside the argument above, but does not by itself prove a transition. A claim of hysteresis needs exchange rates, not a second root.

Computed values

```
temperature: 773.15 K
thermal energy kT: 0.06662 eV
neighbour attraction J: 0.20 eV
binding energy E_b: 0.20 eV
reservoir site density: 4.0e+22 cm^-3
site spacing: 0.384 nm
b = J/kT: 3.0019
mean-field critical temperature: 1160 K
mean-field spinodal coverages: 0.2111, 0.7889
mean-field window, lower edge: 6.515e+19 cm^-3
mean-field window, upper edge: 1.498e+20 cm^-3
half-coverage concentration: 9.878e+19 cm^-3
mean-field coverages there: 0.0705, 0.5000, 0.9295
c = 5.00e+19 cm^-3: exact 0.0793; mean field 0.0291
c = 8.00e+19 cm^-3: exact 0.2859; mean field 0.0522, 0.6087, 0.8987
c = 1.00e+20 cm^-3: exact 0.5138; mean field 0.0719, 0.4939, 0.9308
c = 1.25e+20 cm^-3: exact 0.7339; mean field 0.1065, 0.3774, 0.9495
c = 2.00e+20 cm^-3: exact 0.9251; mean field 0.9717
fugacity x at 1e20 cm^-3: 0.05031
x w at 1e20 cm^-3: 1.01237
eigenvalues at 1e20 cm^-3: 1.23057, 0.78181
largest slope d(theta)/d(ln c): 1.1215
concentration ratio for 10-90 % rise: 3.229
mean occupied run at half coverage: 5.486 sites
mean occupied run at half coverage: 2.107 nm
exact neighbour pair density there: 0.4089
uncorrelated pair density there: 0.2500
correlation length there: 2.205 sites
full-minus-empty-end coverage, 5 sites in: 2.050e-01
full-minus-empty-end coverage, 10 sites in: 2.146e-02
full-minus-empty-end coverage, 20 sites in: 2.303e-04
exact grand potential per site: -0.01341 eV
best mean-field grand potential: -0.00388 eV
line slope, rings of 100, 400: 1.1215, 1.1215
all-pairs slope, 100, 400 sites: 18.13, 73.48
slowest relaxation time / exchange time: 10.562
highest hop barrier for 60 s anneal: 2.110 eV
assumed attempt frequency: 1e+13 1/s
line-to-line attraction for true order: 0.0604 eV
same from strips of 6 and 8 lines: 0.0603 eV
dopant depth, permittivity: 0.20 nm, 11.7 (relative)
second-neighbour repulsion: 0.0181 eV
repulsion summed, neighbours 2 to 6: 0.0288 eV
repulsion summed, beyond 6: 0.0020 eV
half-coverage c with repulsion: 1.521e+20 cm^-3
slope at half coverage with repulsion: 0.7093
eigenvalue ratio with repulsion: 0.5452
sites in a 100 nm line: 260
rms coverage fluctuation of that line: 0.0657
reservoir site fraction at 1e20 cm^-3: 0.25 %
largest slope if equilibrated at 300 K: 11.96
mean run if equilibrated at 300 K: 48.9 sites
```
